# Mott's Vibrational-Entropy Estimate of Copper's Resistivity Jump on Melting: a program that tests the result

```python
# Result under test: Mott's estimate of the resistivity jump on melting,
#   rho_liquid / rho_solid = (w_solid / w_liquid)^2 = exp(2 L / (3 R Tm)),
# L = molar latent heat, Tm = melting temperature, R = gas constant,
# w = vibration frequency. Assumptions: all entropy of melting is vibrational,
# all modes soften equally, and resistivity follows mean-square displacement.
# Material inputs are rough typical values; u2 is the displacement variance
# along one axis, kF the Fermi wave number, x = hbar w / (k T).
import numpy as np
from scipy.constants import R, k, hbar, e, m_e, atomic_mass
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import entr, gammaln


def mott_ratio(latent, t_melt, config_entropy=0.0):
    """Latent heat in J/mol; configurational entropy in units of R."""
    return np.exp(2 / 3 * (latent / (R * t_melt) - config_entropy))


latent = 13.0e3            # J/mol, copper
t_melt = 1358.0            # K
theta_solid = 240.0        # K, Einstein temperature
atom_density = 80.0e27     # 1/m^3, hot solid, one free electron per atom
expansion = 0.04           # fractional volume increase on melting
rho_solid = 10.0e-8        # ohm m, solid at the melting point
mass = 63.546 * atomic_mass

entropy = latent / (R * t_melt)
ratio = mott_ratio(latent, t_melt)
softening = np.exp(-entropy / 3)       # w_liquid / w_solid
theta_liquid = theta_solid * softening

# Oscillator diagonalized on a grid (hbar = M = w_solid = 1).
grid = np.linspace(-30, 30, 401)
step = grid[1] - grid[0]
index = np.arange(grid.size)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(diff) / safe**2) / (2 * step**2)


def thermal_oscillator(freq, temp):
    energy, states = eigh(kinetic + np.diag(0.5 * freq**2 * grid**2))
    prob = np.exp(-(energy - energy[0]) / temp)
    prob /= prob.sum()
    variance = np.sum(prob * (grid**2 @ states**2))
    return np.sum(entr(prob)), variance


temp = t_melt / theta_solid
s_solid, var_solid = thermal_oscillator(1.0, temp)
s_liquid, var_liquid = thermal_oscillator(softening, temp)
grid_entropy = 3 * (s_liquid - s_solid)
grid_ratio = var_liquid / var_solid
assert abs(s_solid - (1 + np.log(temp))) < 0.003
assert abs(var_solid / temp - 1) < 0.005
assert abs(grid_entropy / entropy - 1) < 0.005      # quantum terms remain
assert abs(grid_ratio / np.exp(2 * grid_entropy / 3) - 1) < 1e-4
assert abs(grid_ratio / ratio - 1) < 0.005


# Free energies per mole: the softer phase costs the latent heat in energy.
def free_energy_gap(t):
    solid = 3 * R * t * np.log(2 * np.sinh(theta_solid / (2 * t)))
    liquid = 3 * R * t * np.log(2 * np.sinh(theta_liquid / (2 * t)))
    return latent + liquid - solid


crossing = brentq(free_energy_gap, 700, 2500)
assert abs(crossing / t_melt - 1) < 0.005

# Diffuse scattering of independently displaced atoms.
u2_solid = k * t_melt / (mass * (k * theta_solid / hbar)**2)
u2_liquid = k * t_melt / (mass * (k * theta_liquid / hbar)**2)
k_fermi = (3 * np.pi**2 * atom_density)**(1 / 3)
rng = np.random.default_rng(7)
atoms, samples, spacing = 200, 20000, 0.256e-9
q_test = 2 * np.pi * 217 / (atoms * spacing)        # not a Bragg point
sites = spacing * np.arange(atoms)
for u2 in (u2_solid, u2_liquid):
    places = sites + np.sqrt(u2) * rng.standard_normal((samples, atoms))
    amplitude = np.exp(1j * q_test * places).sum(axis=1)
    sampled = np.mean(np.abs(amplitude)**2) / atoms
    # Sampling error is about one percent.
    assert abs(sampled / (1 - np.exp(-q_test**2 * u2)) - 1) < 0.04


def mean_diffuse(a):
    """Average of 1-exp(-q^2 u2), weight q^3, q < 2kF; a = 4 kF^2 u2."""
    return 1 + 2 * ((1 + a) * np.exp(-a) - 1) / a**2


a_solid, a_liquid = 4 * k_fermi**2 * u2_solid, 4 * k_fermi**2 * u2_liquid
for a in (a_solid, a_liquid):
    direct = quad(lambda s: 4 * s**3 * (1 - np.exp(-a * s**2)), 0, 1)[0]
    assert abs(direct / mean_diffuse(a) - 1) < 1e-8
small = mean_diffuse(1e-3 * ratio) / mean_diffuse(1e-3)
assert abs(small / ratio - 1) < 2e-3                # linear regime
saturated_ratio = mean_diffuse(a_liquid) / mean_diffuse(a_solid)
random_ratio = 1 / mean_diffuse(a_solid)


# Inelastic scattering with Fermi blocking, relative to the classical rate.
def inelastic_factor(x):
    return (x / 2)**2 / np.sinh(x / 2)**2


x_solid, x_liquid = theta_solid / t_melt, theta_liquid / t_melt
for x in (x_solid, x_liquid, 2.0):
    allowed = quad(lambda en: 1 / (np.exp(en) + 1)
                   / (1 + np.exp(-en - x)), -45, 45, points=[0])[0]
    direct = x * allowed / np.expm1(x)
    assert abs(direct / inelastic_factor(x) - 1) < 1e-6
quantum_change = inelastic_factor(x_liquid) / inelastic_factor(x_solid) - 1

# Unequal softening of three initially equal modes at fixed entropy.
two_mode_ratio = (1 + 2 * np.exp(entropy)) / 3
logs = rng.normal(0, 0.3, (5000, 3))
logs += (entropy - logs.sum(axis=1, keepdims=True)) / 3
unequal = np.mean(np.exp(2 * logs), axis=1)
assert unequal.min() >= ratio * (1 - 1e-12)
assert two_mode_ratio > ratio

# Communal entropy: N atoms share N cells instead of owning one each.
number = 1.0e6
communal = (number * np.log(number) - gammaln(number + 1)) / number
assert abs(communal - 1) < 1e-4


# Drude resistivity at a fixed transport cross-section per ion.
def drude(density, cross_section=1e-20):
    speed = hbar * (3 * np.pi**2 * density)**(1 / 3) / m_e
    rate = density * cross_section * speed
    return m_e * rate / (density * e**2)


expansion_factor = drude(atom_density / (1 + expansion)) / drude(atom_density)
assert abs(expansion_factor - (1 + expansion)**(-1 / 3)) < 1e-10
rho_liquid = rho_solid * ratio
path = hbar * k_fermi / (atom_density * e**2 * rho_liquid)
assert k_fermi * path > 10

latent_needed = 1.5 * R * t_melt * np.log(2.2)
assert abs(mott_ratio(latent_needed, t_melt) - 2.2) < 1e-10
assert round(ratio, 1) == 2.2

print("COPPER: rough typical inputs")
print(f"Latent heat: {latent/1e3:.1f} kJ/mol")
print(f"Melting temperature: {t_melt:.0f} K")
print(f"Einstein temperature, solid: {theta_solid:.0f} K")
print(f"Atomic density, hot solid: {atom_density/1e27:.0f} nm^-3")
print(f"Atomic mass: {mass/atomic_mass:.3f} u")
print(f"Volume increase on melting: {100*expansion:.0f} %")
print(f"Solid resistivity at melting: {rho_solid*1e8:.1f} uohm cm")
print("COPPER: main estimate")
print(f"Gas constant: {R:.4f} J/(mol K)")
print(f"Entropy of melting: {latent/t_melt:.3f} J/(mol K)")
print(f"Entropy of melting / R: {entropy:.4f}")
print(f"Coefficient 2/(3R): {2000/(3*R):.2f} K mol/kJ")
print(f"Exponent 2L/(3RTm): {2*entropy/3:.4f}")
print(f"Frequency ratio liquid/solid: {softening:.4f}")
print(f"Einstein temperature, liquid: {theta_liquid:.1f} K")
print(f"Resistivity ratio liquid/solid: {ratio:.3f}")
print(f"Liquid resistivity: {rho_liquid*1e8:.1f} uohm cm")
print(f"Ratio for L = 12.5 kJ/mol: {mott_ratio(12500, t_melt):.3f}")
print(f"Ratio for L = 13.5 kJ/mol: {mott_ratio(13500, t_melt):.3f}")
print(f"Latent heat for ratio 2.2: {latent_needed/1e3:.2f} kJ/mol")
print("COPPER: numerical checks")
print(f"Displacement-variance ratio, grid: {grid_ratio:.4f}")
print(f"Entropy change / R, grid: {grid_entropy:.4f}")
print(f"Free-energy crossing: {crossing:.1f} K")
print("COPPER: neglected effects, each taken alone")
print(f"Ratio if 0.5 R is configurational: "
      f"{mott_ratio(latent, t_melt, 0.5):.3f}")
print(f"Ratio if 1.0 R is configurational: "
      f"{mott_ratio(latent, t_melt, 1.0):.3f}")
print(f"Communal entropy / R, counted: {communal:.4f}")
print(f"Ratio if two of three modes soften: {two_mode_ratio:.3f}")
print(f"Rms displacement per axis, solid: {np.sqrt(u2_solid)*1e9:.4f} nm")
print(f"Rms displacement per axis, liquid: {np.sqrt(u2_liquid)*1e9:.4f} nm")
print(f"Fermi wave number: {k_fermi/1e9:.2f} nm^-1")
print(f"Largest q^2 u2, solid: {a_solid:.3f}")
print(f"Largest q^2 u2, liquid: {a_liquid:.3f}")
print(f"Ratio with saturated scattering: {saturated_ratio:.3f}")
print(f"Ratio for fully random positions: {random_ratio:.1f}")
print(f"Quantum change of ratio: {100*quantum_change:+.2f} %")
print(f"Expansion change of ratio: {100*(expansion_factor-1):+.2f} %")
print(f"Mean free path, liquid: {path*1e9:.2f} nm")
print(f"kF times mean free path, liquid: {k_fermi*path:.0f}")

gold_latent, gold_melt = 12.5e3, 1337.0
gold_entropy = gold_latent / (R * gold_melt)
print("GOLD: rough typical inputs and estimate")
print(f"Latent heat: {gold_latent/1e3:.1f} kJ/mol")
print(f"Melting temperature: {gold_melt:.0f} K")
print(f"Entropy of melting / R: {gold_entropy:.4f}")
print(f"Frequency ratio liquid/solid: {np.exp(-gold_entropy/3):.4f}")
print(f"Resistivity ratio liquid/solid: "
      f"{mott_ratio(gold_latent, gold_melt):.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
COPPER: rough typical inputs
Latent heat: 13.0 kJ/mol
Melting temperature: 1358 K
Einstein temperature, solid: 240 K
Atomic density, hot solid: 80 nm^-3
Atomic mass: 63.546 u
Volume increase on melting: 4 %
Solid resistivity at melting: 10.0 uohm cm
COPPER: main estimate
Gas constant: 8.3145 J/(mol K)
Entropy of melting: 9.573 J/(mol K)
Entropy of melting / R: 1.1514
Coefficient 2/(3R): 80.18 K mol/kJ
Exponent 2L/(3RTm): 0.7676
Frequency ratio liquid/solid: 0.6813
Einstein temperature, liquid: 163.5 K
Resistivity ratio liquid/solid: 2.155
Liquid resistivity: 21.5 uohm cm
Ratio for L = 12.5 kJ/mol: 2.092
Ratio for L = 13.5 kJ/mol: 2.219
Latent heat for ratio 2.2: 13.35 kJ/mol
COPPER: numerical checks
Displacement-variance ratio, grid: 2.1515
Entropy change / R, grid: 1.1493
Free-energy crossing: 1355.5 K
COPPER: neglected effects, each taken alone
Ratio if 0.5 R is configurational: 1.544
Ratio if 1.0 R is configurational: 1.106
Communal entropy / R, counted: 1.0000
Ratio if two of three modes soften: 2.442
Rms displacement per axis, solid: 0.0134 nm
Rms displacement per axis, liquid: 0.0197 nm
Fermi wave number: 13.33 nm^-1
Largest q^2 u2, solid: 0.128
Largest q^2 u2, liquid: 0.276
Ratio with saturated scattering: 2.042
Ratio for fully random positions: 12.3
Quantum change of ratio: +0.14 %
Expansion change of ratio: -1.30 %
Mean free path, liquid: 3.18 nm
kF times mean free path, liquid: 42
GOLD: rough typical inputs and estimate
Latent heat: 12.5 kJ/mol
Melting temperature: 1337 K
Entropy of melting / R: 1.1245
Frequency ratio liquid/solid: 0.6874
Resistivity ratio liquid/solid: 2.116
ALL CHECKS PASSED
```
